# Concave thermal resistivity and thickness extrapolation for independent gray phonon modes: a program that tests the result

```python
"""
Result under test: if slab conductivity is K(x) = sum_i k_i/(1 + b_i x),
x = 1/thickness, b_i = (4/3)*mean free path, then rho = 1/K is concave in x:
    rho'' = -2 rho Var(s),  s_i = b_i/(1 + b_i x),
with variance weights k_i/(1 + b_i x)/K.  A straight line fitted to rho at
finite thicknesses then extrapolates to a conductivity k_ext with
    (sum k/b)^2 / sum(k/b^2) <= k_ext <= k_bulk = sum k.
Example: classical Debye branch, mean free path = mfp_min/u^2, u = omega/omega_D.
Lengths are in nm, conductivities in W/(m K).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn

mp.mp.dps = 30
rng = np.random.default_rng(7)


def slab_sum(thickness, k_modes, mfp_modes):
    """Independent modes, each with the gray slab interpolation."""
    return np.sum(k_modes / (1 + 4 * mfp_modes / (3 * thickness)))


def line_fit(x, y, weights=None):
    """Weighted least-squares intercept and slope."""
    w = np.ones_like(x) if weights is None else weights
    w = w / w.sum()
    xm, ym = w @ x, w @ y
    slope = (w * (x - xm)) @ (y - ym) / (w @ (x - xm) ** 2)
    return ym - slope * xm, slope


def transport_slab(thickness, k_modes, mfp_modes, cells=400):
    """Relaxation-time Boltzmann equation between black walls at T = 1 and 0.
    All modes share one local temperature, constant within each cell."""
    distance = np.linspace(0, thickness, cells + 1)
    black_flux = 3 * k_modes / (4 * mfp_modes)
    g = (2 * expn(3, distance[:, None] / mfp_modes[None, :])) @ black_flux
    drop = g[:-1] - g[1:]
    face = np.arange(cells + 1)[:, None]
    cell = np.arange(cells)[None, :]
    from_left = cell < face
    gap = np.where(from_left, face - cell - 1, cell - face)
    flux = np.where(from_left, 1.0, -1.0) * drop[gap]
    temperature = np.linalg.solve(flux[1:] - flux[:-1], drop)
    return (g[0] + flux[0] @ temperature) * thickness


# --- Gray interpolation against the Boltzmann equation for one mode ---
one = np.array([1.0])
gray_sizes = np.geomspace(0.1, 10, 9)
gray_dev = max(abs(slab_sum(s, one, one) / transport_slab(s, one, one) - 1)
               for s in gray_sizes)
assert gray_dev < 0.05
thin_ratio = transport_slab(1e-3, one, one) / slab_sum(1e-3, one, one)
assert abs(thin_ratio - 1) < 1e-3
# Thick-slab wall slip against the half-space (Milne) constant from quadrature
milne = 6 / np.pi**2 + quad(
    lambda t: 3 / t**2 - 1 / (1 - t / np.tan(t)), 1e-3, np.pi / 2)[0] / np.pi
slip = 10 * (1 / transport_slab(10.0, one, one) - 1)
assert abs(slip / (2 * milne) - 1) < 0.01

# --- Curvature formula against numerical differentiation ---
for trial in range(5):
    k_set = rng.uniform(0.1, 2, 6)
    b_set = 10 ** rng.uniform(-1.5, 1.5, 6)
    if trial == 4:
        b_set[:] = 0.8  # one common mean free path: the plot must be straight

    def rho_mp(x):
        return 1 / mp.fsum(mp.mpf(float(k)) / (1 + mp.mpf(float(b)) * x)
                           for k, b in zip(k_set, b_set))

    x0 = 0.7
    numeric = float(mp.diff(rho_mp, mp.mpf(x0), 2))
    g_set = k_set / (1 + b_set * x0)
    s_set = b_set / (1 + b_set * x0)
    prob = g_set / g_set.sum()
    variance = prob @ (s_set - prob @ s_set) ** 2
    formula = -2 * variance / g_set.sum()
    assert abs(numeric - formula) < 1e-8 * (1 + abs(formula))
    assert numeric < -1e-6 if trial < 4 else abs(numeric) < 1e-8

# --- Two-sided bound for random spectra, thicknesses and fit weights ---
trials = 2000
for _ in range(trials):
    k_set = rng.uniform(0.01, 1, 5)
    b_set = 10 ** rng.uniform(-1, 1, 5)
    x = 10 ** rng.uniform(-1, 1, rng.integers(2, 7))
    rho = np.array([1 / np.sum(k_set / (1 + b_set * xi)) for xi in x])
    start, _slope = line_fit(x, rho, rng.uniform(0.1, 1, len(x)))
    ceiling = np.sum(k_set / b_set**2) / np.sum(k_set / b_set) ** 2
    slack = 1e-8 * rho.max()
    assert 1 / k_set.sum() - slack <= start <= ceiling + slack

# --- Example: rough values in the regime of silicon at 300 K ---
cell_density = 25.0      # primitive cells per nm^3
sound_speed = 6000.0     # m/s
mfp_min = 25.0           # nm, at the Debye cutoff
temp = 300.0             # K
heat_cap = 3 * cell_density * 1e27 * const.k
k_bulk = heat_cap * sound_speed * mfp_min * 1e-9
beta = 4 * mfp_min / 3
k_debye = (6 * np.pi**2 * cell_density) ** (1 / 3)
theta = const.hbar * sound_speed * k_debye * 1e9 / const.k


def debye_ratio(thickness):
    root = np.sqrt(beta / thickness)
    return 1 - root * np.arctan(1 / root)


slabs = np.array([50.0, 100.0, 200.0, 400.0])
for size in slabs:
    # C(u) v mfp(u)/3 with C(u) = 3 C u^2, suppressed mode by mode
    direct = quad(lambda u: heat_cap * u**2 * sound_speed * mfp_min * 1e-9
                  / u**2 / (1 + 4 * mfp_min / u**2 / (3 * size)), 0, 1)[0]
    assert abs(direct / (k_bulk * debye_ratio(size)) - 1) < 1e-8


def extrapolate(k_values):
    """Extrapolated conductivity from all slabs and from the two thickest."""
    rho = 1 / np.asarray(k_values)
    return (1 / line_fit(1 / slabs, rho)[0],
            1 / line_fit(1 / slabs[-2:], rho[-2:])[0])


k_slabs = k_bulk * debye_ratio(slabs)
rho_slabs = 1 / k_slabs
ext_all, ext_pair = extrapolate(k_slabs)
assert k_slabs.max() < ext_all < k_bulk and k_slabs.max() < ext_pair < k_bulk
r_squared = np.corrcoef(1 / slabs, rho_slabs)[0, 1] ** 2


def pair_ratio(thickness):
    """k_ext/k_bulk from slabs of thickness L/2 and L."""
    return 1 / (2 / debye_ratio(thickness) - 1 / debye_ratio(thickness / 2))


thick = 1e6 * beta
thick_law = np.pi / 2 * (2 - np.sqrt(2)) * np.sqrt(beta / thick)
assert abs((1 / pair_ratio(thick) - 1) / thick_law - 1) < 1e-3
floor_ratio = (quad(lambda u: u**2, 0, 1)[0] ** 2
               / quad(lambda u: u**4, 0, 1)[0])
assert abs(pair_ratio(beta / 1000) / floor_ratio - 1) < 2e-3
size_5pct = brentq(lambda s: pair_ratio(s) - 0.95, 100, 1e7)


def critical_noise(x, rho):
    """Smallest common relative error, worst signs, that cancels the bias."""
    share = np.array([line_fit(x, row)[0] for row in np.eye(len(x))])
    eps = (share @ rho - 1 / k_bulk) / (np.abs(share) @ rho)
    for factor, too_high in ((0.98, False), (1.02, True)):
        noisy = rho * (1 - factor * eps * np.sign(share))
        refit = np.polyfit(x, noisy, 1)[1]
        assert (1 / refit > k_bulk) == too_high
    return eps


noise_all = critical_noise(1 / slabs, rho_slabs)
noise_pair = critical_noise(1 / slabs[-2:], rho_slabs[-2:])

# --- Neglected effect: one shared local temperature for all modes ---
node, weight = np.polynomial.legendre.leggauss(60)
u60, w60 = (node + 1) / 2, weight / 2
modes_k, modes_mfp = k_bulk * w60, mfp_min / u60**2
k_transport = np.array([transport_slab(s, modes_k, modes_mfp) for s in slabs])
coarse = transport_slab(slabs[-1], modes_k, modes_mfp, cells=200)
assert abs(coarse / k_transport[-1] - 1) < 3e-3
tr_all, tr_pair = extrapolate(k_transport)
assert tr_all < k_bulk and tr_pair < k_bulk

# --- Neglected effects: quantum heat capacity, bending of the branch ---
node, weight = np.polynomial.legendre.leggauss(400)
u, w = (node + 1) / 2, weight / 2
y = u * theta / temp
k_quantum = k_bulk * w * (y / 2 / np.sinh(y / 2)) ** 2
q_all, q_pair = extrapolate([slab_sum(s, k_quantum, mfp_min / u**2)
                             for s in slabs])
# omega = (2/pi) omega_D sin(pi q/2); lifetime keeps its 1/omega^2 law
freq = 2 / np.pi * np.sin(np.pi * u / 2)
speed = np.cos(np.pi * u / 2)
k_bent = k_bulk * w * u**2 * speed**2 / freq**2
b_all, b_pair = extrapolate([slab_sum(s, k_bent, mfp_min * speed / freq**2)
                             for s in slabs])
assert q_all < k_quantum.sum() and q_pair < k_quantum.sum()
assert b_all < k_bent.sum() and b_pair < k_bent.sum()
wave_share = 2 * np.pi / (k_debye * slabs[0])
long_share = np.sqrt(mfp_min / 1e6)

# --- Output ---
unit = "W/(m K)"
print(f"Gray formula, largest deviation from Boltzmann: {100*gray_dev:.2f} %")
print(f"  (thickness/mfp from {gray_sizes[0]:.1f} to {gray_sizes[-1]:.0f})")
print(f"Gray thick-slab slip coefficient, Boltzmann: {slip:.4f}")
print(f"Gray slip coefficient, interpolation: {4/3:.4f}")
print(f"Random spectra that obeyed both bounds: {trials}")
print(f"Primitive cell density: {cell_density:.0f} nm^-3")
print(f"Sound speed: {sound_speed:.0f} m/s")
print(f"Shortest mean free path: {mfp_min:.0f} nm")
print(f"Temperature: {temp:.0f} K")
print(f"Classical heat capacity: {heat_cap/1e6:.4f} MJ/(m^3 K)")
print(f"Length beta = 4/3 shortest mfp: {beta:.2f} nm")
print(f"Bulk conductivity: {k_bulk:.2f} {unit}")
print(f"Bulk resistivity: {1e3/k_bulk:.3f} mm K/W")
for s, k, kt in zip(slabs, k_slabs, k_transport):
    print(f"Slab {s:.0f} nm: K = {k:.2f} {unit}, K/bulk = {k/k_bulk:.4f}, "
          f"rho = {1e3/k:.3f} mm K/W")
    print(f"  shared-temperature Boltzmann: K = {kt:.2f} {unit}, "
          f"change {100*(kt/k-1):+.2f} %")
print(f"Four-slab line, R squared: {r_squared:.5f}")
for name, value in (("Four-slab", ext_all), ("Two-thickest", ext_pair)):
    print(f"{name} intercept: {1e3/value:.3f} mm K/W")
    print(f"{name} k_ext: {value:.2f} {unit}, ratio {value/k_bulk:.4f}")
print(f"Critical relative noise, four slabs: {100*noise_all:.2f} %")
print(f"Critical relative noise, two thickest: {100*noise_pair:.2f} %")
print(f"Lowest possible k_ext/k_bulk: {floor_ratio:.4f}")
print(f"Lowest possible k_ext: {floor_ratio*k_bulk:.2f} {unit}")
print(f"Thickness L for 5 % error from L/2 and L: {size_5pct/1e3:.2f} um")
print("k_ext/k_bulk with neglected effects (four slabs, two thickest):")
print(f"  shared temperature: {tr_all/k_bulk:.4f}, {tr_pair/k_bulk:.4f}")
print(f"  quantum heat capacity: {q_all/k_quantum.sum():.4f}, "
      f"{q_pair/k_quantum.sum():.4f}")
print(f"  bent branch: {b_all/k_bent.sum():.4f}, {b_pair/k_bent.sum():.4f}")
print(f"Debye temperature of the branch: {theta:.1f} K")
print(f"Bulk conductivity, quantum heat capacity: {k_quantum.sum():.2f} {unit}")
print(f"Bulk conductivity, bent branch: {k_bent.sum():.2f} {unit}")
print(f"Bulk heat share, wavelength > {slabs[0]:.0f} nm: {100*wave_share:.2f} %")
print(f"Bulk heat share, mean free path > 1 mm: {100*long_share:.2f} %")
print("all assertions hold")
```

Printed output:

```
Gray formula, largest deviation from Boltzmann: 3.33 %
  (thickness/mfp from 0.1 to 10)
Gray thick-slab slip coefficient, Boltzmann: 1.4192
Gray slip coefficient, interpolation: 1.3333
Random spectra that obeyed both bounds: 2000
Primitive cell density: 25 nm^-3
Sound speed: 6000 m/s
Shortest mean free path: 25 nm
Temperature: 300 K
Classical heat capacity: 1.0355 MJ/(m^3 K)
Length beta = 4/3 shortest mfp: 33.33 nm
Bulk conductivity: 155.32 W/(m K)
Bulk resistivity: 6.438 mm K/W
Slab 50 nm: K = 42.95 W/(m K), K/bulk = 0.2765, rho = 23.283 mm K/W
  shared-temperature Boltzmann: K = 41.85 W/(m K), change -2.55 %
Slab 100 nm: K = 61.41 W/(m K), K/bulk = 0.3954, rho = 16.283 mm K/W
  shared-temperature Boltzmann: K = 60.37 W/(m K), change -1.71 %
Slab 200 nm: K = 80.30 W/(m K), K/bulk = 0.5170, rho = 12.454 mm K/W
  shared-temperature Boltzmann: K = 79.79 W/(m K), change -0.63 %
Slab 400 nm: K = 97.49 W/(m K), K/bulk = 0.6277, rho = 10.257 mm K/W
  shared-temperature Boltzmann: K = 97.80 W/(m K), change +0.32 %
Four-slab line, R squared: 0.99847
Four-slab intercept: 8.653 mm K/W
Four-slab k_ext: 115.56 W/(m K), ratio 0.7440
Two-thickest intercept: 8.060 mm K/W
Two-thickest k_ext: 124.06 W/(m K), ratio 0.7987
Critical relative noise, four slabs: 9.70 %
Critical relative noise, two thickest: 4.92 %
Lowest possible k_ext/k_bulk: 0.5556
Lowest possible k_ext: 86.29 W/(m K)
Thickness L for 5 % error from L/2 and L: 10.14 um
k_ext/k_bulk with neglected effects (four slabs, two thickest):
  shared temperature: 0.7533, 0.8132
  quantum heat capacity: 0.7282, 0.7854
  bent branch: 0.6070, 0.6861
Debye temperature of the branch: 522.3 K
Bulk conductivity, quantum heat capacity: 143.34 W/(m K)
Bulk conductivity, bent branch: 87.58 W/(m K)
Bulk heat share, wavelength > 50 nm: 1.10 %
Bulk heat share, mean free path > 1 mm: 0.50 %
all assertions hold
```
